# Does a high melting point mean low volatility?

**The argument under review**

The author must choose between two hydrocarbons of the same molecular formula as a chilled vapour source held at 220 K. One molecule is compact and nearly spherical, the other a flexible chain. The compact substance melts at 260 K and the chain at 140 K. The manuscript then reasons as follows.

1. Melting works against the forces that hold molecules together, so the substance that melts higher has the stronger cohesion.
2. Evaporation works against the same forces, so the substance with the stronger cohesion has the lower vapour pressure.
3. The compact substance therefore has the lower vapour pressure, and the chain should be chosen.

The data are rough, round values in the regime of neopentane (compact) and n-pentane (chain). I use them as model parameters:

| | compact | chain |
|---|---|---|
| melting point $T_m$ (K) | 260 | 140 |
| melting entropy $\Delta S_{fus}$ (J/(mol K)) | 12 | 59 |
| boiling point $T_b$ at 760 Torr (K) | 280 | 310 |
| enthalpy of vaporization $\Delta H_{vap}$ (kJ/mol) | 23 | 26 |

The compact substance also has a solid–solid transition at $T_{tr}=140$ K with entropy $\Delta S_{tr}=18$ J/(mol K). Above it the molecules keep their lattice sites but reorient, which makes the solid a plastic crystal.

**Step 1 fails: what a melting point measures**

At the melting point the crystal and the liquid have equal chemical potentials. With molar enthalpies $H$ and entropies $S$, and $\mu=H-TS$,

$$H_s-T_mS_s=H_l-T_mS_l .$$

Collecting enthalpies on one side and entropies on the other gives

$$T_m=\frac{H_l-H_s}{S_l-S_s}=\frac{\Delta H_{fus}}{\Delta S_{fus}} .$$

The vapour does not appear. A melting point is a ratio, and it can be high because its numerator is large or because its denominator is small. The two cases are told apart by $\Delta H_{fus}=T_m\Delta S_{fus}$:

$$\text{compact: }260\times12\ \text{J/mol}=3.12\ \text{kJ/mol},\qquad \text{chain: }140\times59\ \text{J/mol}=8.26\ \text{kJ/mol}.$$

The substance that melts 120 K higher needs less than half the enthalpy to melt. Its melting entropy is smaller by a still larger factor, about five.

**The vapour pressure of a crystal**

Step 2 needs a quantitative replacement. I take the vapour as ideal and neglect the volume of the condensed phases, so that their chemical potentials do not depend on pressure. With $p^\circ$ a reference pressure, the vapour has $\mu_g=\mu^\circ(T)+RT\ln(p/p^\circ)$. Equilibrium with the crystal at pressure $p_s$, and with the supercooled liquid at pressure $p_l$, requires

$$\mu_s=\mu^\circ+RT\ln\frac{p_s}{p^\circ},\qquad \mu_l=\mu^\circ+RT\ln\frac{p_l}{p^\circ}.$$

Subtraction removes the vapour's own properties:

$$\ln\frac{p_s}{p_l}=\frac{\mu_s-\mu_l}{RT}.$$

The right side follows from $d\mu/dT=-S$. For either phase,

$$\frac{d}{dT}\frac{\mu}{T}=-\frac{S}{T}-\frac{\mu}{T^2}=-\frac{TS+\mu}{T^2}=-\frac{H}{T^2},$$

and the difference between crystal and liquid obeys

$$\frac{d}{dT}\frac{\mu_s-\mu_l}{T}=\frac{H_l-H_s}{T^2}=\frac{\Delta H_{fus}}{T^2}.$$

Integrate from $T$ up to $T_m$, where $\mu_s-\mu_l=0$, with $\Delta H_{fus}$ taken as constant:

$$0-\frac{\mu_s-\mu_l}{T}=\Delta H_{fus}\left(\frac1T-\frac1{T_m}\right).$$

Dividing by $-R$ and inserting $\Delta H_{fus}=T_m\Delta S_{fus}$ gives

$$\ln\frac{p_s}{p_l}=-\frac{\Delta S_{fus}}{R}\left(\frac{T_m}{T}-1\right),\qquad T<T_m. \tag{1}$$

The crystal always has the lower pressure below $T_m$, because it is the stable phase. The reduction vanishes as $T\to T_m$ and grows on cooling. At a given melting point and temperature, the reduction of $\ln p$ is proportional to the melting entropy, so a high melting point costs little volatility when that entropy is small.

The pressure of the liquid follows in the same way. Dividing its equilibrium condition by $T$ and differentiating gives $-H_l/T^2=-H_g/T^2+R\,d\ln p_l/dT$, hence $d\ln p_l/dT=\Delta H_{vap}/RT^2$. Integration from $T$ to $T_b$ with constant $\Delta H_{vap}$ yields

$$\ln\frac{p_l}{760\ \text{Torr}}=-\frac{\Delta H_{vap}}{R}\left(\frac1T-\frac1{T_b}\right). \tag{2}$$

The cohesion of the liquid enters here, and $T_m$ does not.

**The ranking at 220 K**

For the compact substance, equation (2) gives

$$\ln\frac{p_l}{760\ \text{Torr}}=-\frac{23000}{8.314}\left(\frac1{220}-\frac1{280}\right)=-2.69,\qquad p_l=51.4\ \text{Torr}.$$

The source is solid at 220 K, so equation (1) applies:

$$\ln\frac{p_s}{p_l}=-\frac{12}{8.314}\left(\frac{260}{220}-1\right)=-0.262,\qquad p_s=0.769\times51.4=39.5\ \text{Torr}.$$

The chain is liquid at 220 K and needs equation (2) alone:

$$\ln\frac{p}{760\ \text{Torr}}=-\frac{26000}{8.314}\left(\frac1{220}-\frac1{310}\right)=-4.13,\qquad p=12.3\ \text{Torr}.$$

The manuscript's ranking is reversed. The solid that melts at 260 K has 3.2 times the vapour pressure of the liquid that freezes at 140 K (5.3 kPa against 1.6 kPa). Its liquid is the more volatile by a factor of about four, and crystallization takes back less than a quarter of its pressure.

**Two altered crystals with the liquid held fixed**

The author may ask how much of this depends on the small melting entropy. To see this, keep the compact substance's liquid as it is and change its crystal.

First keep $\Delta H_{fus}=3.12$ kJ/mol and raise the melting entropy to the chain's value. The melting point becomes $3120/59=52.9$ K. At 220 K the substance is then a liquid with 51.4 Torr. Going back to the small entropy raises the melting point by 207 K and lowers the pressure from 51.4 to 39.5 Torr. Much of that rise costs nothing, because a melting point below the source temperature does not affect the pressure at that temperature.

There is also a limit to the cost at fixed $\Delta H_{fus}$. Putting $\Delta S_{fus}=\Delta H_{fus}/T_m$ into equation (1) gives

$$\frac{p_s}{p_l}=\exp\left[-\frac{\Delta H_{fus}}{RT}\left(1-\frac{T}{T_m}\right)\right]>\exp\left(-\frac{\Delta H_{fus}}{RT}\right).$$

Here the lower bound is 0.18. The factor would approach it if the melting entropy went to zero; the actual factor is 0.77.

Secondly, keep $T_m=260$ K and again give the crystal the chain's melting entropy. This requires $\Delta H_{fus}=260\times59$ J/mol $=15.34$ kJ/mol, a strongly bound crystal. Its pressure is $0.275\times51.4=14.1$ Torr. The same melting point thus goes with 39.5 or 14.1 Torr according to how it arises. In the second case the manuscript's intuition has some force: cohesion added to the crystal raises $T_m$ and lowers the pressure substantially. Even so, 14.1 Torr is no lower than the chain's 12.3 Torr, though a gap this small is not decided by rough inputs.

**An objection: a solid has been compared with a liquid**

The author could reply that cohesion should be judged with both substances crystalline. At 120 K both are, and the compact one is also below its solid–solid transition. The derivation of equation (1), applied to the ordered and plastic crystals, adds a term $-(\Delta S_{tr}/R)(T_{tr}/T-1)$. The contributions to $\ln(p/760\ \text{Torr})$ are

$$\text{compact: }-13.17-1.68-0.36=-15.22\ \text{(from unrounded terms)},\qquad \text{chain: }-15.97-1.18=-17.15,$$

for the liquid line, melting and, in the compact case, the transition. The compact solid is still the more volatile, by a factor of 6.9. Constant enthalpies are a crude assumption so far below the boiling points: the rough heat-capacity terms introduced below would raise the factor to about 44. I would rely on the order here rather than on the factor.

The sublimation enthalpies address cohesion directly. In the constant-enthalpy model they are sums of the separate steps:

- compact, plastic crystal: $23+3.12=26.12$ kJ/mol;
- compact, ordered crystal: $26.12+2.52=28.64$ kJ/mol;
- chain crystal: $26+8.26=34.26$ kJ/mol.

The crystal that melts higher is the more weakly bound, even when the enthalpy of its solid–solid transition is included.

**Why the melting entropy is small**

*Symmetry.* Let $\sigma$ be the number of proper rotations that map the molecule onto itself. In a freely rotating liquid the classical orientation integral is $\Omega/\sigma$, where $\Omega$ covers all orientations and the division avoids counting identical ones repeatedly. An ordered crystal has $\sigma$ equivalent wells, each with integral $z$, so its orientation integral is $\sigma z/\sigma=z$. Since an integral $Z$ contributes $S=d(RT\ln Z)/dT$, the orientational entropy gained on going from ordered crystal to liquid is

$$\Delta S_{or}=R\ln\Omega-R\ln\sigma-\frac{d(RT\ln z)}{dT}.$$

For wells of the same shape, symmetry removes $R\ln\sigma$. Counting rotations of the carbon skeletons gives $\sigma=12$ for neopentane and $\sigma=2$ for the extended chain, or 20.7 and 5.8 J/(mol K).

*Early disorder.* The compact solid takes up 18 J/(mol K) at 140 K, long before it melts. To see how little rotational entropy may then be left, take one angle $\varphi$ with an $m$-fold barrier, $V=(V_0/2)(1-\cos m\varphi)$. Let $\rho$ be the Boltzmann distribution divided by the uniform one. The entropy of the free rotor exceeds that of the hindered one by $R\langle\rho\ln\rho\rangle$, where the average is over a uniform angle. For a weak barrier, $\rho\approx1+\delta$ with $\delta=(V_0/2RT)\cos m\varphi$ to leading order. Since $\langle\rho\rangle=1$, the linear term averages to zero, and

$$R\langle\rho\ln\rho\rangle\approx\frac R2\langle\delta^2\rangle=\frac R2\left(\frac{V_0}{2RT}\right)^2\frac12=\frac{R}{16}\left(\frac{V_0}{RT}\right)^2.$$

At $V_0=RT$ this is $0.0625R$, and direct integration gives $0.060R$. For a barrier of $50RT$ the integration gives $2.02R$ per angle. A solid whose molecules already turn almost freely has little rotational entropy left to gain on melting.

*Rigidity.* The chain can also change shape. Give each of its two inner torsions one trans and two gauche states, with 2.5 kJ/mol per gauche, and exclude the two combinations of opposite gauche signs. Seven states remain. With Boltzmann weights $w_i$ at 140 K, $-R\sum_i w_i\ln w_i=9.6$ J/(mol K). The chain gains this on melting if its crystal holds only the extended form. The compact skeleton has no such states.

The symmetry and conformational terms must be set against the compact substance's total, $12+18=30$ J/(mol K), because the symmetry term refers to the path from ordered crystal to liquid. The total is 29 J/(mol K) below the chain's 59. Symmetry supplies $20.7-5.8=14.9$ and conformations 9.6 J/(mol K), together most of the gap. This is an estimate of sizes; the remainder is not assigned. The total of 30 also adds entropies that belong to 260 K and 140 K. A melting heat-capacity change of $+20$ J/(mol K) held constant would lower it by $20\ln(260/140)=12.4$ J/(mol K) at 140 K, widening the gap to about 41 J/(mol K), of which the two terms cover about three fifths.

**Symmetry does not make a crystal volatile**

The author should not replace one false rule with another. Consider a model in which only symmetry changes. The crystal and liquid have binding energies of 33 and 23 kJ/mol. In the crystal a molecule vibrates harmonically (0.3 Å root mean square per axis at 200 K) and turns about one axis in the potential $(\kappa/n^2)(1-\cos n\varphi)$, with $\kappa=100R\times200$ K. The well curvature $\kappa$ is thus the same for every $n$. The liquid has a free volume of 10 Å$^3$ per molecule and free rotation.

The orientation integral is $2\pi/n$ in vapour and liquid and $z$ in the ordered crystal. The vapour pressure over a condensed phase is proportional to the vapour's integral divided by that of the phase. For the liquid $n$ cancels. For the crystal the ratio is $2\pi/(nz)$, so $p_s$ falls by about $n$. Equating chemical potentials numerically gives:

| | $n=1$ | $n=3$ |
|---|---|---|
| $T_m$ (K) | 183.7 | 249.2 |
| $\Delta S_{fus}$ at $T_m$ (J/(mol K)) | 37.8 | 23.4 |
| sublimation enthalpy at 180 K (kJ/mol) | 31.50 | 31.49 |
| $p_s$ at 180 K (Torr) | 0.360 | 0.119 |

The melting point rises by about 65 K with practically no change in cohesion, yet the crystal's pressure falls by a factor of 3.03. At the common temperature of 180 K the melting entropy drops by 9.30 J/(mol K), close to $R\ln3=9.13$ J/(mol K). The two melting entropies in the table differ by more because they belong to different temperatures. The model liquid has a heat capacity about $2R$ below the crystal's, opposite in sign to the melting value used in the next section. This enlarges the rise of $T_m$, which would be about 59 K with constant melting enthalpy and entropy, and at $n=12$ the model crystal does not melt at all. The model should therefore be read for small $n$ and for the trend only.

Suppose instead that extra crystal binding $\Delta u$ had raised $T_m$ to the same value at $n=1$. At the new melting point it must replace the symmetry term, so $\Delta u/RT_m\approx\ln3$. At temperature $T$ it lowers the pressure by

$$e^{\Delta u/RT}\approx3^{T_m/T}.$$

This exceeds 3 whenever $T<T_m$. The numerical solution needs 2.30 kJ/mol and gives a fall of 4.66 times at 180 K. Symmetry is thus the cheaper way to a high melting point, by a moderate factor here, but it is not free. In the main example the compact liquid is more volatile than the chain's liquid because it is more weakly bound: 23 against 26 kJ/mol, with nearly equal entropies of vaporization $\Delta H_{vap}/T_b$ of 82 and 84 J/(mol K). Freezing takes back only part of this advantage. How the remaining advantage divides between enthalpy and entropy depends on the heat capacities. With constant enthalpies the compact crystal and the chain's liquid are bound almost equally (26.12 against 26 kJ/mol), and the advantage appears in the entropies, $82+12=94$ against 84 J/(mol K) at 760 Torr. These values, however, belong to 260, 280 and 310 K. Carried to 220 K with the heat-capacity changes of the next section, the enthalpies become $23+0.050\times60+3.12-0.020\times40=28.32$ against $26+0.050\times90=30.50$ kJ/mol, and the entropies about 103 against 101 J/(mol K). The compact crystal is then the more weakly bound, and most of its advantage is enthalpic.

**Neglected effects and the real source**

Enthalpies change with temperature. If $\Delta H(T')=\Delta H(T_0)+C(T'-T_0)$, where $T_0$ is the boiling or melting point and $C$ the heat-capacity change, then $\ln p$ shifts by

$$-\frac CR\int_T^{T_0}\frac{T'-T_0}{T'^2}\,dT'=-\frac CR\left[\ln\frac{T_0}{T}+1-\frac{T_0}{T}\right].$$

With rough values of $-50$ J/(mol K) for vaporization of both substances and $+20$ J/(mol K) for melting of the compact one, the shifts at 220 K are $-0.15$ (compact) and $-0.40$ (chain). The pressure ratio rises from 3.2 to 4.1, so the order stands and the ratio is uncertain by roughly this amount. For the compact vapour, rough second virial coefficients $B$ of $-2.0$ L/mol at 220 K and $-1.1$ L/mol at 280 K give $Bp/RT=-0.006$ at the source and $-0.05$ at the boiling point. A pressure of 1 atm on a condensed phase of 120 cm$^3$/mol changes $\ln p$ by 0.007.

The parameters resemble the two pentanes only roughly, and 220 K was chosen so that one substance is solid and the other liquid. A real source may also break the assumption of saturation. A carrier gas passing over a solid may leave before reaching $p_s$. If it reaches a fraction $f$ of saturation while the liquid source saturates fully, the compact substance keeps its advantage in this model only for $f>1/3.22\approx0.31$. Evaporation also cools the surface. Near 220 K, $d\ln p_s/dT=26120/(8.314\times220^2)\approx0.065$ per kelvin, so a surface 1 K too cold loses about 6% of its pressure.

**Requested revision**

Step 1 should be withdrawn, and the sources should be ranked by vapour pressure at the source temperature. If that has not been measured, the boiling point and enthalpy of vaporization give an estimate for the liquid, which the melting point and melting entropy then correct for the solid, together with any solid–solid transition that lies above the source temperature. The melting point alone does not fix the order. The values used in this comment are in the numerical output below.

## Numbers as computed

```
compact: H_vap 23 kJ/mol, T_b 280 K
chain: H_vap 26 kJ/mol, T_b 310 K
compact: T_m 260 K, S_fus 12 J/(mol K)
compact: T_tr 140 K, S_tr 18 J/(mol K)
chain: T_m 140 K, S_fus 59 J/(mol K)
H_fus compact, chain: 3.12, 8.26 kJ/mol
H_tr compact: 2.52 kJ/mol
H_sub compact plastic: 26.12 kJ/mol
H_sub compact ordered: 28.64 kJ/mol
H_sub chain: 34.26 kJ/mol
temperature of use: 220 K
p compact supercooled liquid: 51.4 Torr
p compact solid: 39.5 Torr = 5.27 kPa
p chain liquid: 12.3 Torr = 1.64 kPa
compact solid/own liquid: 0.769
compact solid/chain liquid: 3.22
same H_fus, large S_fus: T_m 52.9 K
  its p at use: 51.4 Torr
same T_m, large S_fus: H_fus 15.34 kJ/mol
  its p at use: 14.1 Torr
  its p/own liquid: 0.275
floor exp(-H_fus/RT): 0.182
both solid at 120 K, compact/chain p: 6.9
symmetry numbers compact, chain: 12, 2
R ln sigma: 20.7, 5.8 J/(mol K)
gauche energy: 2.5 kJ/mol; states: 7
chain conformational entropy at T_m: 9.6 J/(mol K)
rotor entropy gap, barrier 1 RT: 0.060 R
rotor entropy gap, barrier 50 RT: 2.02 R
model energies crystal, liquid: 33, 23 kJ/mol
model n=1: T_m 183.7 K, S_fus 37.8 J/(mol K)
  at 180 K: H_sub 31.50 kJ/mol, p 0.360 Torr
model n=3: T_m 249.2 K, S_fus 23.4 J/(mol K)
  at 180 K: H_sub 31.49 kJ/mol, p 0.119 Torr
model entropy drop at 180 K: 9.30 J/(mol K)
R ln 3: 9.13 J/(mol K)
model p fall by symmetry: 3.03 times
same T_m by cohesion: extra 2.30 kJ/mol
  p fall by cohesion: 4.66 times
rough C_p changes vap, fus: -50, 20 J/(mol K)
C_p shift of ln p compact, chain: -0.15, -0.40
p ratio compact/chain with C_p terms: 4.11
rough B at use, boiling: -2.0, -1.1 L/mol
Bp/RT at use, boiling: -0.0058, -0.048
rough condensed volume: 120 cm3/mol
effect of 1 atm on ln p: 0.0066
```
